\section*{Pressure and Lattice Contraction from Surface Stress in a Solid Sphere}

A solid sphere of radius $R$ has a surface that pulls along itself with a force $f$ per unit length, the same at every point and in every direction within the surface. The interior must respond with a stress, and most of its form follows before any mechanics is done. Let the solid be a cubic crystal or elastically isotropic. The sphere, its uniform surface and its elastic constants are then unchanged by the rotations of a cube, so the mean stress tensor must be unchanged too. A symmetric tensor with this property is a multiple of the unit tensor: the mean stress is a pressure. To first order it is proportional to $f$, which is measured in N/m, and the only length available is $R$. Hence
\begin{equation}
P=c\,\frac{f}{R},\qquad \frac{\Delta a}{a_0}=-c'\,\frac{f}{KR},
\end{equation}
where $a_0$ is the lattice parameter of the unstressed bulk crystal and $K$ is the bulk modulus. Dimensions do not fix the numbers $c$ and $c'$, and they do not exclude a dependence of these numbers on ratios of elastic constants. Mechanics shows that $c=2$ and $c'=2/3$, whatever those ratios are.

The conventions are as follows. Tensile stress is positive, and the pressure is $P=-\sigma_{kk}/3$, with repeated indices summed. Strains are small, and $R$ is the radius the sphere would have if its surface did not pull. The surface is treated as a skin of zero thickness, and at first no external pressure acts. A positive $f$ means that the surface tends to shrink.

The surface stress is defined by work. Take a square patch of surface with side $L$ and stretch it by a small strain $\eta$ along one side. The skin exerts the force $fL$ across the edge, which moves by $L\eta$, so the work is $fL^2\eta$, or $f\eta$ per unit area. Strains in the two perpendicular surface directions contribute equally, while a strain along the outward normal $\mathbf n$ contributes nothing. For a general small strain $\eta_{ij}$ the work per unit area is therefore
\begin{equation}
w=f\,(\delta_{ij}-n_in_j)\,\eta_{ij},
\label{work}
\end{equation}
because the bracket removes the normal component.

This quantity differs in general from the surface energy $\gamma$, the excess energy per unit of actual area. Stretch a patch of initial area $A_0$ by the same strain $e$ in both surface directions, keeping its atoms. Its area becomes $A_0(1+e)^2$ and its energy $E=A_0(1+e)^2\gamma(e)$. Differentiating the product and setting $e=0$ gives
\begin{equation}
\frac{1}{A_0}\frac{dE}{de}\bigg|_{0}=2\gamma+\frac{d\gamma}{de}.
\end{equation}
By (\ref{work}) the same derivative is $2f$, since two directions are stretched. Therefore
\begin{equation}
f=\gamma+\frac12\frac{d\gamma}{de}.
\label{shuttle}
\end{equation}
In a liquid, atoms move from the interior to the surface as the area grows, the structure of the surface stays the same, and $f=\gamma$. In a solid the existing surface atoms are pulled apart, $\gamma$ generally changes, and the two quantities then differ. A positive $\gamma$ does not by itself make $f$ positive, because (\ref{shuttle}) also contains the derivative, whose sign is not fixed by that of $\gamma$.

The factor 2 in the pressure can be read from a balance of forces. Cut the sphere by a plane through its centre and consider one half. Across the rim, of length $2\pi R$, the skin of the other half pulls with the force $2\pi Rf$. Across the disc, of area $\pi R^2$, the interior pulls with $\pi R^2\bar\sigma_{nn}$, where $\bar\sigma_{nn}$ is the normal stress averaged over the disc. The half is at rest, so
\begin{equation}
2\pi Rf+\pi R^2\bar\sigma_{nn}=0
\quad\Longrightarrow\quad
\bar\sigma_{nn}=-\frac{2f}{R}.
\end{equation}
The minus sign says that the interior pushes back. This fixes one stress component on central planes. The full mean stress follows from virtual work.

In equilibrium the total work done in any small virtual displacement vanishes. Choose $\delta u_i=\eta_{ij}x_j$ with a constant symmetric $\eta_{ij}$, which strains the whole body uniformly. The interior contributes $\int\sigma_{ij}\eta_{ij}\,dV$ and the surface contributes the integral of (\ref{work}):
\begin{equation}
\eta_{ij}\left[\int\sigma_{ij}\,dV+\oint f(\delta_{ij}-n_in_j)\,dA\right]=0.
\end{equation}
Since $\eta_{ij}$ is arbitrary and the bracket is symmetric, the bracket vanishes:
\begin{equation}
V\langle\sigma_{ij}\rangle=-\oint f(\delta_{ij}-n_in_j)\,dA.
\label{mean}
\end{equation}
No elastic law has been used, and the body may have any shape. For a sphere with uniform $f$, the average of $n_in_j$ over the surface vanishes for $i\neq j$ by reflection. The averages of $n_x^2$, $n_y^2$ and $n_z^2$ are equal and add up to 1, so each is $1/3$. With $A/V=4\pi R^2/(4\pi R^3/3)=3/R$,
\begin{equation}
\langle\sigma_{ij}\rangle=-f\left(1-\frac13\right)\frac{3}{R}\,\delta_{ij}
=-\frac{2f}{R}\,\delta_{ij}.
\end{equation}
The mean pressure is $2f/R$.

If $f$ varies over the surface, take the trace of (\ref{mean}). Because $\delta_{ii}-n_in_i=3-1=2$ and $\langle\sigma_{ii}\rangle=-3\bar P$,
\begin{equation}
\bar P=\frac{2}{3V}\oint f\,dA=\frac{2\langle f\rangle A}{3V},
\label{general}
\end{equation}
where $\langle f\rangle$ is the average over the surface. For a sphere this is $2\langle f\rangle/R$.

Equation (\ref{mean}) also shows what the spherical shape contributes. For a long wire of radius $R$ along $z$, with its ends neglected, $A/V=2/R$, the averages of $n_x^2$ and $n_y^2$ are $1/2$, and $n_z=0$. The mean stresses are then $-f/R$ across the wire and $-2f/R$ along it. The mean pressure is $4f/(3R)$, and it comes with a shear stress that the sphere does not have.

When $f$ is uniform, the stress in the sphere is uniform as well as having the right mean. To show this, try $\sigma_{ij}=-P\delta_{ij}$ with constant $P$ and require the virtual work to vanish for every displacement $\delta\mathbf u$. By the divergence theorem the interior contributes
\begin{equation}
-P\int\nabla\!\cdot\delta\mathbf u\,dV=-P\oint\mathbf n\cdot\delta\mathbf u\,dA .
\end{equation}
The surface contributes $f$ times the integral of the surface divergence $(\delta_{ij}-n_in_j)\partial_i\delta u_j$, which is the relative change of area. Split $\delta\mathbf u$ into a tangential part and a normal part $w\mathbf n$. The surface divergence of the tangential part integrates to zero, because a closed surface has no edge through which area could flow. For the normal part, the surface gradient of $w$ is perpendicular to $\mathbf n$ and drops out. What remains is $w$ times the surface divergence of $\mathbf n=\mathbf x/R$, which is $(\delta_{ij}-n_in_j)\delta_{ij}/R=2/R$. The total virtual work is
\begin{equation}
\left(\frac{2f}{R}-P\right)\oint\mathbf n\cdot\delta\mathbf u\,dA=0 ,
\label{local}
\end{equation}
and it vanishes for every $\delta\mathbf u$ if and only if $P=2f/R$. An external pressure $p$ adds $p\oint\mathbf n\cdot\delta\mathbf u\,dA$ to the work, and the condition becomes $P=p+2f/R$.

A uniform stress produces a uniform strain, which belongs to a displacement linear in position, so the trial state is an admissible solution. It is also the only one in linear elasticity with fixed $f$. The difference of two solutions is a state $\sigma'_{ij},\varepsilon'_{ij}$ with no surface load. Taking its own displacement as the virtual one gives $\int\sigma'_{ij}\varepsilon'_{ij}\,dV=0$. The integrand is twice the elastic energy density, which is positive for any nonzero strain of a stable solid, so $\varepsilon'_{ij}=0$.

The contraction now follows from Hooke's law. In a cubic crystal $\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz})$, with the corresponding relations for $y$ and $z$, and shear stresses are proportional to shear strains. The shear stresses vanish here. With $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{zz}=\varepsilon$ each normal stress is
\begin{equation}
\sigma=(C_{11}+2C_{12})\,\varepsilon=3K\varepsilon,\qquad K=\frac{C_{11}+2C_{12}}{3}.
\end{equation}
This $K$ is the bulk modulus, since the relative volume change is $3\varepsilon=-P/K$. Inserting $\sigma=-2f/R$,
\begin{equation}
\boxed{\;P=\frac{2f}{R},\qquad \frac{\Delta a}{a_0}=\varepsilon=-\frac{2f}{3KR}\;}
\label{result}
\end{equation}
because a uniform strain changes the lattice parameter in the same proportion as the radius. The crystal contracts if $f>0$ and expands if $f<0$. An isotropic solid obeys the same formula. In a non-cubic crystal the pressure is still $2f/R$, since (\ref{local}) contains no elastic constants, but the strain generally differs from axis to axis.

The energy gives the same result by another route and shows why a sphere with positive $f$ contracts at all. The elastic energy density is $\frac12\sigma_{ij}\varepsilon_{ij}=\frac12\cdot3\cdot(3K\varepsilon)\varepsilon=\frac92K\varepsilon^2$, so
\begin{equation}
U(\varepsilon)=\frac92K\varepsilon^2V+4\pi R^2(1+\varepsilon)^2\gamma(\varepsilon).
\end{equation}
Setting the derivative to zero and dividing by $V=4\pi R^3/3$,
\begin{equation}
9K\varepsilon+\frac3R\left[2(1+\varepsilon)\gamma+(1+\varepsilon)^2\frac{d\gamma}{d\varepsilon}\right]=0 .
\end{equation}
For large $R$ the strain is of order $1/R$, so to leading order the square bracket may be taken at $\varepsilon=0$, where by (\ref{shuttle}) it equals $2f$. Then $9K\varepsilon=-6f/R$, which is (\ref{result}). A small contraction lowers the surface term in proportion to $|\varepsilon|$ but costs elastic energy in proportion to $\varepsilon^2$, so some contraction is favourable. The quantity that enters is $f$: the leading coefficient contains $d\gamma/d\varepsilon$ as well as $\gamma$.

In terms of the diameter $D=2R$,
\begin{equation}
a(D)=a_0\left(1-\frac{4f}{3KD}\right).
\label{slope}
\end{equation}
To leading order in $1/D$, a plot of $a$ against $1/D$ is a straight line with intercept $a_0$ and slope $-4fa_0/(3K)$. The corrections discussed below bend it slightly; for the gold example the stiffening under pressure alone makes a straight-line fit over 3 to 20 nm return an $f$ about 5\,\% too low. For spheres with uniform $f$ and the same temperature and surface condition at all sizes, and with $a$ measured in the elastically strained interior, the slope yields $f/K$, and a known $K$ then yields $f$.

Consider a gold particle with $D=5.0$ nm. Rough typical values are $f=2.0$ N/m, $\gamma=1.5$ J/m$^2$, $a_0=0.408$ nm and $C_{11},C_{12},C_{44}=190,160,42$ GPa, which give $K=(190+320)/3=170$ GPa. Since 1 N/m equals 1 GPa\,nm,
\begin{align}
P&=\frac{2\times2.0}{2.5}\ \mathrm{GPa}=1.60\ \mathrm{GPa},\\
\varepsilon&=-\frac{1.60}{3\times170}=-0.314\,\%,\\
\Delta a&=-0.00314\times0.408\ \mathrm{nm}=-1.28\ \mathrm{pm}.
\end{align}
The pressure is about 16\,000 atm, and the lattice parameter falls to 0.4067 nm. Using $\gamma$ in place of $f$ would give $-0.235\,\%$, a contraction one quarter too small for these inputs. At $D=20$ nm the pressure is 0.40 GPa and the strain $-0.078\,\%$; at 3 nm they are 2.67 GPa and $-0.52\,\%$.

The uniform state was tested by a three-dimensional calculation that starts from the work (\ref{work}) and minimizes the energy over polynomial displacements of first, third and fifth degree, with the cubic constants above. For $R=2.5$ and 5 nm, the stress at every sampled interior point agreed with $-(2f/R)\delta_{ij}$ to within one millionth of $2f/R$, and the strain agreed with (\ref{result}) to the same relative accuracy. The elastic anisotropy of the crystal therefore does not disturb the result.

Several idealizations change the numbers by a few per cent. The first is linear elasticity. Gold stiffens under pressure; with $K'=dK/dP\approx6$ the Murnaghan equation of state gives the balance
\begin{equation}
\frac{K}{K'}\left[(1+\varepsilon)^{-3K'}-1\right]=\frac{2f}{R(1+\varepsilon)},
\end{equation}
where the right side uses the contracted radius and $f$ is held constant per unit of actual length. Its solution is $-0.306\,\%$, a contraction 2.6\,\% smaller than the linear value. To see the origin, put $\varepsilon=-x$ and expand both sides to the next order:
\begin{equation}
3Kx\left[1+\tfrac12(3K'+1)x\right]\simeq\frac{2f}{R}(1+x).
\end{equation}
With $x\approx0.0031$, stiffening lowers the contraction by about $9.5x\approx3.0\,\%$, and the smaller radius restores about $0.3\,\%$.

The second is a constant $f$. Let $f$, referred to unstrained area, change with strain as $f+k_s\varepsilon$. The condition $3K\varepsilon+2(f+k_s\varepsilon)/R=0$ gives
\begin{equation}
\varepsilon=-\frac{2f}{3KR+2k_s}.
\end{equation}
For an assumed $k_s=10$ N/m the two terms in the denominator are 1275 and 20 N/m, and the contraction falls by 1.5\,\%. A negative $k_s$ would increase it. The convention for $f$ differs here from that of the previous paragraph: holding $f$ constant per unstrained area turns the 2.6\,\% found there into 2.3\,\%, so the two figures do not simply add.

The third is a skin of zero thickness. If the surface stress is spread evenly over an outer layer 0.25 nm thick, about one atomic layer, with the same $K$ and an isotropic shear modulus of 27 GPa, the pressure in the core is about 1.64 GPa, nearly 3\,\% above $2f/R$. For a layer of thickness $R/1000$ the difference was tested to be below 0.1\,\%, as the ideal skin requires.

Shape and orientation matter more. A faceted particle with uniform $f$ obeys (\ref{general}), and at equal volume any other shape has more area than a sphere. For a truncated octahedron the mean pressure is 1.099 times that of the sphere, or 1.76 GPa here. Its interior stress cannot be a uniform pressure: a flat face has no curvature, so a uniform $f$ exerts no normal force on it, and the load enters at the edges. The mean includes the stress concentrated there, so it does not give the pressure in the core, which can lie below $2f/R$.

On a sphere, a surface stress that depends on orientation can be modelled by
\begin{equation}
f(\mathbf n)=\langle f\rangle+\frac32\,\Delta f\left(n_x^4+n_y^4+n_z^4-\frac35\right).
\end{equation}
The sum of fourth powers is 1 along (100), $1/3$ along (111) and $3/5$ on average, so $\Delta f$ is the difference between the (100) and (111) values. With an assumed $\Delta f=1.0$ N/m and $\langle f\rangle=2.0$ N/m, the three-dimensional calculation keeps the mean pressure at 1.600 GPa, as (\ref{general}) demands. The mean strain is unchanged too, because Hooke's law is linear and can be averaged. Locally the state is different: the pressure varies by 0.37 GPa (root mean square), and the von Mises stress, a measure of shear that vanishes under pure pressure, exceeds 1.3 GPa in the interior and reaches about 1.5 GPa at the surface near (111). At the centre the pressure is 1.36 GPa, 15\,\% below the mean. The contraction averaged over the whole volume is thus insensitive to this variation, whereas the local contraction, and the statement that the interior is free of shear, are not.

For real gold particles the least certain input is $f$ itself. Both $P$ and $\varepsilon$ are proportional to it, so a range of 1 to 3 N/m means 0.8 to 2.4 GPa and $-0.16$ to $-0.47\,\%$ at 5 nm. This outweighs each of the corrections above. Real particles are usually faceted, which in the example raises the volume-averaged pressure by about 10\,\% without fixing the pressure in the core, and adsorbed molecules or a supporting substrate can change the surface stress, so a value for a clean surface need not apply. Temperature must also be controlled. With a thermal expansion coefficient of about $14\times10^{-6}$ K$^{-1}$, heating by $0.00314/(14\times10^{-6}\ \mathrm{K^{-1}})\approx224$ K would cancel the contraction, so particle and bulk must be compared at the same temperature. Atmospheric pressure, by contrast, is less than one ten-thousandth of $2f/R$.

The formula fails at small sizes because of atoms before it fails because of large strains. For uniform $f$ the strain is small as long as $R$ is much larger than $f/K=2.0/170$ nm $\approx0.012$ nm, a length far below an atomic spacing. If $f$ varies, the softer shear constants enter as well: in the example with $\Delta f=1.0$ N/m the local strains reach about $\pm1.7\,\%$, five times the mean. The continuum picture needs much more: most atoms must lie in an interior that behaves like bulk crystal. The 5 nm particle has about 3900 atoms, and its outer 0.25 nm holds 27\,\% of the volume. The spacings in that layer are set by the bonding at the surface, which (\ref{result}) does not describe. A lattice parameter averaged over the whole particle therefore mixes the elastic contraction of the core with the relaxation of the surface layer. When $R$ is much larger than the thickness of that layer, its share falls nearly as $1/R$, like the contraction itself, so a straight line against $1/D$ does not by itself separate the two. The values for the example and for the other diameters are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values for gold)
surface stress f = 2.0 N/m = 12.5 eV/nm^2
surface energy gamma = 1.5 J/m^2
implied d gamma/d eps = 1.0 J/m^2
C11, C12, C44 = 190, 160, 42 GPa
bulk modulus K = 170 GPa
bulk lattice parameter a0 = 0.408 nm
radius R = 2.5 nm, diameter D = 5.0 nm
MAIN RESULTS
pressure 2f/R = 1.600 GPa = 15791 atm
pressure, 3D variational calculation = 1.600 GPa
linear strain -2f/(3KR) = -0.3137 %
linear strain, 3D variational calculation = -0.3137 %
volume strain = -0.941 %
lattice parameter change = -1.280 pm
lattice parameter = 0.40672 nm
strain if gamma wrongly replaces f = -0.2353 %
slope of a against 1/D = -0.00640 nm^2
SIZE DEPENDENCE
D =  3.0 nm: P = 2.667 GPa, strain = -0.5229 %, a = 0.40587 nm
D =  5.0 nm: P = 1.600 GPa, strain = -0.3137 %, a = 0.40672 nm
D = 10.0 nm: P = 0.800 GPa, strain = -0.1569 %, a = 0.40736 nm
D = 20.0 nm: P = 0.400 GPa, strain = -0.0784 %, a = 0.40768 nm
UNCERTAINTY OF f, at D = 5 nm
f = 1.0 N/m: P = 0.80 GPa, strain = -0.157 %
f = 3.0 N/m: P = 2.40 GPa, strain = -0.471 %
NEGLECTED EFFECTS, at D = 5 nm
K' = 6: nonlinear strain = -0.3056 %
  change of contraction = -2.58 %
surface modulus df/d eps = 10 N/m (assumed size)
  change of contraction = -1.54 %
skin 0.25 nm thick, G = 27 GPa:
  core pressure = 1.645 GPa, change = 2.80 %
truncated octahedron of equal volume:
  mean pressure / sphere pressure = 1.099
f(100) - f(111) = 1.0 N/m (assumed size), same mean f:
  mean pressure = 1.600 GPa
  rms pressure variation = 0.367 GPa
  largest von Mises stress, degree 5 = 1.31 GPa
  largest von Mises stress, degree 7 = 1.31 GPa
thermal expansion coefficient = 14 x 10^-6 /K
  heating that cancels the contraction = 224 K
atmospheric pressure / (2f/R) = 6.3e-05
number of atoms = 3855
volume fraction in outer 0.25 nm = 27 %
\end{verbatim}
